# A T² Quasiparticle Rate Does Not by Itself Give T² Resistivity

## Two electrons

Let two electrons in a parabolic band, \(\varepsilon_{\mathbf k}=\hbar^2k^2/2m\), have wavevectors \((k,0,0)\) and \((0,k,0)\). They collide and leave with \((k,k,0)\) and \((0,0,0)\). The total wavevector is \((k,k,0)\) before and after, and the sum of the squares is \(2k^2\) both times, so the collision is allowed.

Both initial states have been emptied, so each electron has suffered a complete scattering event, and one has even been stopped. Yet the current, charge times the sum of the velocities \(\hbar\mathbf k/m\), has not changed. The lifetime of a state and the lifetime of a current are different quantities. A gas shows how far apart they can be.

## The counter-example: a gas with Γ ∝ T² and constant ρ

Take a three-dimensional gas of density \(n\), Fermi wavevector \(k_F\) and charge \(q_e=-e\), with a contact interaction \(U\) between opposite spins. Let \(\beta=1/k_BT\), \(f=1/(e^{\beta(\varepsilon-\mu)}+1)\), \(x=\beta(\varepsilon-\mu)\) and \(T\ll T_F\). Scattering is treated by the golden rule.

**Spectrum of the collision partners.** For one spin in volume \(V\), define

\[
S(q,\omega)=\frac1V\sum_{\mathbf k}2\pi\,\delta\!\left(\omega-\frac{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}{\hbar}\right)f_{\mathbf k}(1-f_{\mathbf k+\mathbf q}).
\]

It measures the ability of the gas to take up momentum \(\hbar\mathbf q\) and energy \(\hbar\omega\). Since \(f_{\mathbf k+\mathbf q}(1-f_{\mathbf k})=e^{-\beta\hbar\omega}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\), two relations follow:

\[
f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})=\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{1-e^{-\beta\hbar\omega}},\qquad S(q,-\omega)=e^{-\beta\hbar\omega}S(q,\omega).
\]

At low temperature \(f_{\mathbf k}-f_{\mathbf k+\mathbf q}\simeq\hbar\omega\,\delta(\varepsilon_{\mathbf k}-\mu)\). The density of states per spin is \(mk_F/2\pi^2\hbar^2\). The angular average of the frequency delta function is \(m/(2\hbar k_Fq)\) for \(|\omega|/v_F<q<2k_F\), with \(v_F=\hbar k_F/m\). It is zero for larger \(q\), because a transition between two points of the Fermi sphere spans at most its diameter, and zero for smaller \(q\), because such a small transfer cannot change the energy by \(\hbar\omega\). Hence, to leading order in \(T/T_F\),

\[
S(q,\omega)=\frac{m^2}{2\pi\hbar^2q}\,\frac{\omega}{1-e^{-\beta\hbar\omega}},\qquad |\omega|/v_F<q<2k_F. \tag{1}
\]

**Decay rate.** The occupation of a state obeys \(\dot f_{\mathbf k}=-Af_{\mathbf k}+B(1-f_{\mathbf k})\), with \(A\) the rate out and \(B\) the rate in. A small excess in this one state decays at \(\Gamma=A+B\). The golden rule gives

\[
A=\frac{U^2}{\hbar^2}\int\!\frac{d^3q}{(2\pi)^3}\,(1-f_{\mathbf k-\mathbf q})\,S(q,\omega),\qquad \hbar\omega=\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q},
\]

and \(B\) has \(f_{\mathbf k-\mathbf q}\) and \(S(q,-\omega)\) instead. Write \(d^3q=2\pi q^2dq\,d\cos\theta\). From \(\hbar\omega=\hbar^2kq\cos\theta/m-\hbar^2q^2/2m\) follows \(d\cos\theta=m\,d\omega/(\hbar k_Fq)\). All powers of \(q\) cancel. The lower limit \(|\omega|/v_F\) is of order \(k_FT/T_F\) and is dropped at leading order, so \(\int_0^{2k_F}dq=2k_F\). With \(y=\beta\hbar\omega\),

\[
\Gamma=\frac{U^2}{\hbar^2}\,\frac{1}{4\pi^2}\,\frac{m}{\hbar k_F}\,\frac{m^2}{2\pi\hbar^2}\,2k_F\left(\frac{k_BT}{\hbar}\right)^2J=\frac{U^2m^3(k_BT)^2}{4\pi^3\hbar^7}\,J,
\]

\[
J=\int_{-\infty}^{\infty}\!dy\,y\left[\frac{1}{(1-e^{-y})(1+e^{y-x})}+\frac{1}{(e^y-1)(1+e^{x-y})}\right].
\]

Over a common denominator the bracket is \(e^y(1+e^{-x})/[(e^y-1)(1+e^{y-x})]\), which equals \(1/(e^y-1)+1/(e^{y-x}+1)\). Let \(\theta\) be the unit step. Adding \(\theta(-y)\) to the first term and subtracting it from the second makes each integral converge:

- \(\int y\,[1/(e^y-1)+\theta(-y)]\,dy=2\int_0^\infty y\,dy/(e^y-1)=\pi^2/3\).
- \(\int y\,[1/(e^{y-x}+1)-\theta(-y)]\,dy=x^2/2+\pi^2/6\). The \(x^2/2\) comes from moving the step from 0 to \(x\), and \(\pi^2/6=2\int_0^\infty s\,ds/(e^s+1)\) from its thermal rounding.

So \(J=(\pi^2+x^2)/2\) and

\[
\Gamma=\frac{U^2m^3(k_BT)^2}{8\pi^3\hbar^7}\,(\pi^2+x^2). \tag{2}
\]

**Resistivity.** Add impurities that make the velocity directions isotropic at a rate \(\gamma\) independent of energy. Multiply the Boltzmann equation by \(\hbar\mathbf k\) and sum over states. The field term, integrated by parts, gives the force density \(nq_e\mathbf E\). The impurities give \(-\gamma\mathbf P\), with \(\mathbf P\) the momentum density. Electron–electron collisions give zero, since each conserves momentum. Because \(\mathbf j=(q_e/m)\mathbf P\),

\[
\frac{d\mathbf j}{dt}=\frac{ne^2}{m}\mathbf E-\gamma\,\mathbf j\quad\Longrightarrow\quad\rho=\frac{m\gamma}{ne^2}. \tag{3}
\]

\(\Gamma\) does not appear. Without impurities the current grows steadily in the field and the dc resistivity is zero.

**Numbers.** Choose the round model values \(n=1\ \mathrm{nm^{-3}}\), \(m=m_e\), \(U=0.1\ \mathrm{eV\,nm^3}=1.602\times10^{-47}\ \mathrm{J\,m^3}\) and \(\gamma=10^{10}\ \mathrm{s^{-1}}\). Then \(k_F=(3\pi^2n)^{1/3}=3.094\ \mathrm{nm^{-1}}\) and \(T_F\approx4230\) K. For an electron at the Fermi level (\(x=0\)) at 10 K,

\[
\Gamma=\frac{U^2m_e^3(k_BT)^2}{8\pi\hbar^7}=1.0\times10^9\ \mathrm{s^{-1}}.
\]

At 40 K it is sixteen times larger, \(1.62\times10^{10}\ \mathrm{s^{-1}}\), and exceeds \(\gamma\). The resistivity is the same at both temperatures:

\[
\rho=\frac{(9.11\times10^{-31})(10^{10})}{(10^{27})(1.602\times10^{-19})^2}\ \Omega\,\mathrm m=3.55\times10^{-10}\ \Omega\,\mathrm m=35.5\ \mathrm{n\Omega\,cm}.
\]

## The general statement and its proof

**Statement.** In one parabolic band, collisions that conserve the total wavevector leave the total current unchanged, for any distribution and any pair interaction treated by the Boltzmann collision integral.

Let the labels 1 to 4 stand for wavevector and spin, and let

\[
\dot f_1=-\sum_{234}w(12;34)\,X,\qquad X=f_1f_2(1-f_3)(1-f_4)-f_3f_4(1-f_1)(1-f_2).
\]

The golden-rule rate \(w\) is unchanged when the particles are renamed, \((1,3)\leftrightarrow(2,4)\), and when the event is reversed, \((1,2)\leftrightarrow(3,4)\). Consider \(\sum_1\psi_1\dot f_1\) for a one-particle quantity \(\psi\). Renaming keeps \(X\) and turns \(\psi_1\) into \(\psi_2\). Reversal changes the sign of \(X\) and turns \(\psi_1\) into \(\psi_3\). Both together give \(-\psi_4\). The average of the four equal expressions is

\[
\sum_1\psi_1\dot f_1=-\frac14\sum_{1234}w\,(\psi_1+\psi_2-\psi_3-\psi_4)\,X. \tag{4}
\]

For the current, \(\psi=q_e\hbar\mathbf k/m\). The parenthesis is then \((q_e\hbar/m)(\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4)\), which vanishes in every normal collision. This proves the statement. No expansion in the field or in \(T\) was made.

Two assumptions behind equation (3) deserve attention.

**The band is parabolic.** The proof needs \(\mathbf v\) to be a linear function of \(\mathbf k\), which also holds in a single valley with an anisotropic mass. When \(\mathbf v\) is not linear in \(\mathbf k\), normal collisions can change the current. They still cannot produce a dc resistivity alone, provided a uniform drift of the band carries a current. For a drifting distribution with \(f/(1-f)=e^{-\beta(\varepsilon-\hbar\mathbf k\cdot\mathbf u-\mu)}\), conservation of energy and wavevector makes \(X=0\) in every normal collision. If this distribution carries a current, that current persists without a field.

**The impurity rate is independent of energy.** Let \(\langle\cdot\rangle\) be the average with weight \(\varepsilon^{3/2}(-\partial f/\partial\varepsilon)\), which is the density of states times \(v^2\). Without electron–electron collisions each energy shell responds separately, and \(\rho=(m/ne^2)/\langle1/\gamma\rangle\). Very frequent normal collisions enforce a common drift velocity, and momentum balance gives \(\rho=(m/ne^2)\langle\gamma\rangle\). Write \(\gamma=\langle\gamma\rangle(1+\delta)\) with \(\langle\delta\rangle=0\). The ratio of the second resistivity to the first is \(\langle\gamma\rangle\langle1/\gamma\rangle\simeq1+\langle\delta^2\rangle\). With \(p=d\ln\gamma/d\ln\varepsilon\) at the Fermi level, \(\delta\simeq p\,x\,T/T_F\), and \(\langle x^2\rangle\simeq\pi^2/3\), so the relative rise between the two limits is

\[
\frac{\pi^2}{3}\,p^2\left(\frac{T}{T_F}\right)^2 .
\]

This full value is reached only when \(\Gamma\gg\gamma\). For \(\Gamma\ll\gamma\) the collisions mix the energy shells only by a fraction of order \(\Gamma/\gamma\) within one impurity lifetime, so the rise is smaller by that factor and varies as T⁴. This rise is measured from the impurity-only resistivity at the same temperature, which itself varies as T² through the thermal average: for \(\gamma\propto\sqrt\varepsilon\) at fixed density it grows by the fraction \((\pi^2/12)(T/T_F)^2\), as large as the full value above. In either regime the rise is bounded by the full value, which is a fraction of the impurity resistivity. For \(\Gamma\ll\gamma\) the absolute rise is proportional to \((m/ne^2)\,p^2(T/T_F)^2\,\Gamma\) and, for given \(p\), does not depend on the size of \(\gamma\). Removing impurities eventually brings the gas to \(\Gamma\gg\gamma\), where the rise is proportional to \(\gamma\) and disappears with it. For \(\gamma\propto\sqrt\varepsilon\) and \(T/T_F=0.01\) the full value is \(8\times10^{-5}\).

## Friction between drifting gases

A T² resistivity that is not tied to impurities in this way needs collisions that relax the current itself. The two mechanisms treated here, umklapp and interband friction, follow from one property of the spectra. Let

\[
I(s)=\int d\omega\,S_1(q,\omega)\,S_2(p,-\omega-s).
\]

Replace \(\omega\) by \(-\omega\) in \(I(-s)\) and use \(S(-\omega)=e^{-\beta\hbar\omega}S(\omega)\):

\[
I(-s)=\int d\omega\,e^{-\beta\hbar\omega}S_1(q,\omega)\,e^{\beta\hbar(\omega+s)}S_2(p,-\omega-s)=e^{\beta\hbar s}I(s).
\]

Differentiation at \(s=0\) gives \(-I'=\beta\hbar I+I'\), hence

\[
I(s)\simeq I(0)\left(1-\tfrac12\beta\hbar s\right). \tag{5}
\]

For equal masses, equation (1) and \((1-e^{-y})(1-e^{y})=-4\sinh^2(y/2)\) give

\[
I(0)=\frac{m^4}{4\pi^2\hbar^4qp}\left(\frac{k_BT}{\hbar}\right)^3\int_{-\infty}^\infty\frac{y^2\,dy}{4\sinh^2(y/2)}=\frac{m^4}{4\pi^2\hbar^4qp}\left(\frac{k_BT}{\hbar}\right)^3\frac{2\pi^2}{3}. \tag{6}
\]

The last integral is \(2\int_0^\infty y^2e^y(e^y-1)^{-2}dy=4\int_0^\infty y\,dy/(e^y-1)=2\pi^2/3\), by parts.

I assume below that each band drifts rigidly, so that a gas with drift velocity \(\mathbf u\) has the spectrum \(S(q,\omega-\mathbf q\cdot\mathbf u)\). The true distribution can also deform. By the variational principle for the linearized Boltzmann equation this can only lower the resistivity, so rigid drift gives an upper bound.

## Umklapp

In an umklapp event the up spin gains \(\mathbf q\) and the down spin \(\mathbf G-\mathbf q\), with \(\mathbf G\) a reciprocal lattice vector. The gas gains \(\hbar\mathbf G\), so the parenthesis in equation (4) does not vanish. Let the Fermi sphere lie inside the first zone, which requires \(G>2k_F\), and let the matrix element be \(U\) for every \(\mathbf G\). The rate per volume at rest is

\[
R_G=\frac{U^2}{\hbar^2}\int\frac{d^3q}{(2\pi)^3}\,\frac{I(0)}{2\pi},\qquad p=|\mathbf G-\mathbf q|.
\]

By (6) this needs \(\int d^3q/(qp)\) over \(q,p<2k_F\). At fixed \(q\), \(p\,dp=qG\,|d\cos\theta|\), so \(d^3q=(2\pi/G)\,qp\,dq\,dp\). The allowed region in the \((q,p)\) plane is \(q,p<2k_F\), \(q+p>G\), a right triangle with legs \(4k_F-G\). The integral is therefore \(\pi(4k_F-G)^2/G\), and

\[
R_G=\frac{U^2m^4(k_BT)^3(4k_F-G)^2}{96\pi^3\hbar^9G},\qquad 2k_F<G<4k_F.
\]

For \(G>4k_F\) four states on the Fermi sphere cannot satisfy the condition, and there is no contribution in this order.

With drift, the frequency arguments are \(\omega-\mathbf q\cdot\mathbf u\) and \(-\omega-(\mathbf G-\mathbf q)\cdot\mathbf u\). Shifting \(\omega\) by \(\mathbf q\cdot\mathbf u\) shows that \(s=\mathbf G\cdot\mathbf u\). By (5), events with \(\mathbf G\) along the drift become rarer and the opposite ones more frequent. The force density is

\[
\mathbf F=\sum_{\mathbf G}\hbar\mathbf G\,R_G\left(1-\frac{\hbar\mathbf G\cdot\mathbf u}{2k_BT}\right)=-\eta_U\mathbf u .
\]

The first term cancels between \(\pm\mathbf G\). In a cubic lattice the sum of \(G_iG_j\) over a family is \(\delta_{ij}/3\) times the sum of \(G^2\), so

\[
\eta_U=\sum_{\mathbf G}\frac{\hbar^2G^2R_G}{6k_BT}=\frac{U^2m^4(k_BT)^2}{576\pi^3\hbar^7}\sum_{\mathbf G}G(4k_F-G)^2,\qquad \rho=\frac{nm\gamma+\eta_U}{n^2e^2}. \tag{7}
\]

One power of \(T\) in \(R_G\) is lost because the drift unbalances the events by a fraction \(\hbar\mathbf G\cdot\mathbf u/k_BT\). T² remains.

## Two bands: Baber scattering

Let bands 1 and 2 have charges \(q_i=\pm e\) (holes counted as particles), densities \(n_i\), masses \(m_i\), and a contact interaction \(U\) between their densities. If band 1 gains \(\mathbf q\), band 2 loses it, and the same shift of \(\omega\) gives \(s=\mathbf q\cdot(\mathbf u_1-\mathbf u_2)\). By (5) the force density on band 1 is \(-\eta(\mathbf u_1-\mathbf u_2)\), with

\[
\eta=\frac13\int\frac{d^3q}{(2\pi)^3}\,q^2\,\frac{U^2}{2k_BT}\,\frac{I(0)}{2\pi}.
\]

Both spins of each band take part, which doubles each spectrum. In (6) this means a factor 4, with \(m^4\to m_1^2m_2^2\) and \(p=q\), so \(I(0)/2\pi=m_1^2m_2^2(k_BT)^3/(3\pi\hbar^7q^2)\). The factor \(q^2\) cancels. The remaining integral over \(q<2k_<\), with \(k_<\) the smaller Fermi wavevector, is \(4k_<^3/3\pi^2\). Thus

\[
\eta=\frac{2U^2m_1^2m_2^2k_<^3(k_BT)^2}{27\pi^3\hbar^7}. \tag{8}
\]

This friction is proportional to T², but the resistivity need not be. Let \(Q_i=n_iq_i\) and \(a_i=n_im_i\gamma_i\). The steady force balances are

\[
Q_1E=a_1u_1+\eta(u_1-u_2),\qquad Q_2E=a_2u_2-\eta(u_1-u_2).
\]

With \(D=a_1a_2+\eta(a_1+a_2)\) the solution is \(u_1=[Q_1(a_2+\eta)+Q_2\eta]E/D\) and \(u_2=[Q_2(a_1+\eta)+Q_1\eta]E/D\). From \(j=Q_1u_1+Q_2u_2\),

\[
\rho=\frac{a_1a_2+\eta(a_1+a_2)}{Q_1^2a_2+Q_2^2a_1+\eta(Q_1+Q_2)^2}. \tag{9}
\]

- **Weak friction.** The derivative at \(\eta=0\) is \((Q_1a_2-Q_2a_1)^2/(Q_1^2a_2+Q_2^2a_1)^2\). The resistivity starts as T² unless both bands would drift equally fast anyway.
- **Strong friction, \(Q_1+Q_2\neq0\).** The bands drift together and \(\rho\to(a_1+a_2)/(Q_1+Q_2)^2\). The T² rise ends, and without impurities \(\rho=0\). Interband collisions conserve the total momentum, and here the common drift carries current.
- **Compensation, \(Q_1+Q_2=0\).** Now \(\rho=a_1a_2/[(a_1+a_2)Q_1^2]+\eta/Q_1^2\). The common drift carries no current, and the T² term survives without impurities.
- **Pinned second band, \(a_2\to\infty\).** Then \(\rho=(a_1+\eta)/Q_1^2\). The lattice takes up the momentum through band 2.

## The same interaction in five settings

Keep the values above. For umklapp take a simple cubic lattice with \(a=1\) nm. The Fermi sphere then reaches 98.5% of the distance to the nearest zone faces. A real band generally departs from a parabola there, so keeping the parabola is a model assumption. The vectors shorter than \(4k_F\) have lengths \(2.031k_F\) times \(1,\sqrt2,\sqrt3\) and number 6, 12 and 8. In units of \(k_F^3\) the sum in (7) is \(47.25+43.84+6.54=97.63\). Dividing (7) by \(nm\), with \(n=k_F^3/3\pi^2\), and comparing with (2) at \(x=0\) gives \(\eta_U/nm=(97.6/24)\,\Gamma=4.07\,\Gamma\). Here \(\Gamma\) counts normal collisions alone.

For two bands take \(n_1=n_2=n\), masses \(m_e\) and \(2m_e\), and the same \(\gamma\). Equation (8) gives \(\eta/nm_e=(64/9)\,\Gamma\).

At 40 K these rates are \(6.6\times10^{10}\) and \(1.15\times10^{11}\ \mathrm{s^{-1}}\), or \(6.6\gamma\) and \(11.5\gamma\). Since \(\gamma\) corresponds to 35.5 nΩ cm, friction adds 234 nΩ cm for umklapp and 410 nΩ cm for the compensated and pinned cases. The resistivities in nΩ cm are:

| \(T\) (K) | normal | umklapp | electron–hole | two electron bands | pinned |
|---|---|---|---|---|---|
| 0 | 35.5 | 35.5 | 23.7 | 23.7 | 35.5 |
| 10 | 35.5 | 50.1 | 49.3 | 25.1 | 61.1 |
| 20 | 35.5 | 94.1 | 126 | 26.0 | 138 |
| 40 | 35.5 | 270 | 433 | 26.4 | 445 |

The two electron bands feel the same friction as the electron–hole pair, yet their resistivity rises by only 12% and approaches \((35.5+71.0)/4=26.6\) nΩ cm.

The table uses the leading low-temperature laws. Numerical quadrature with the finite-temperature spectra at 40 K gives an interband friction about 2.5% below (8) and a \(\Gamma\) 0.8% below (2). Phonons, dynamic screening, exchange between the bands and deformation of the drifting distributions are left out. Because of the last omission, the entries with friction are upper bounds within the model. The golden rule is also only the lowest order in \(U\). Its expansion parameter, \(k_F\) times the scattering length in Born approximation, is 0.32 within the light band and 0.43 between the bands, which is not very small. The table therefore compares the five settings and does not predict the resistivity of a material.

Numbers in the example were calculated in double precision.
